# Surface-temperature error and the evaporation coefficient of water near 273 K: verification in Python

```python
"""Water evaporating slightly below saturation: temperature error versus driving force.

Result under test: with vapour pressure p_v = (1-e)*p_sat(T), a surface
temperature error dT* = e*R*T^2/L equals the whole driving force, and an error d
turns the true evaporation coefficient a into a_app = a/(1 + d/dT*).
For a thermometer below a liquid film of thickness h: a_app = a/(1 + a*h/z*),
z* = k*(R*T^2/L)/((L/M)*p_sat*sqrt(M/(2*pi*R*T))).
L: molar latent heat, M: molar mass, k: liquid thermal conductivity.
Saturation pressure is found from equal Gibbs functions, fluxes from quadrature
over the velocity distribution. SI units inside, engineering units in the output.
"""
import numpy as np
from scipy.constants import R, torr, sigma
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Rough typical properties of water near the ice point
T0 = 273.15            # surface temperature, K
P0 = 4.6 * torr        # saturation pressure at T0, Pa
L0 = 45.0e3            # latent heat at T0, J/mol
M = 18.015e-3          # molar mass, kg/mol
C_LIQ, C_VAP = 76.0, 33.6   # molar heat capacities, J/(mol K)
V_LIQ = 1.8e-5         # liquid molar volume, m3/mol
K_LIQ = 0.56           # liquid thermal conductivity, W/(m K)
B_VIRIAL = -1.8e-3     # second virial coefficient of the vapour, m3/mol
K_VAP = 0.017          # vapour thermal conductivity, W/(m K)
DGAMMA = 1.5e-4        # size of surface-tension slope, N/(m K)
VISC = 1.8e-3          # liquid viscosity, Pa s
# Chosen conditions
DEFICIT = 0.01
ALPHA = 0.1
FILM = 100e-6          # film thickness, m
T_WALL, GAP = 293.0, 0.01   # warm wall temperature (K) and distance (m)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def p_sat(T):
    """Pressure at which liquid and ideal vapour have equal Gibbs functions."""
    def gibbs_difference(x):
        p = P0 * np.exp(x)
        g_liq = C_LIQ * (T - T0) - T * C_LIQ * np.log(T / T0) + V_LIQ * (p - P0)
        s_vap = L0 / T0 + C_VAP * np.log(T / T0) - R * x
        return L0 + C_VAP * (T - T0) - T * s_vap - g_liq
    return P0 * np.exp(brentq(gibbs_difference, -3.0, 3.0, xtol=1e-14))


def impinging(p, T, drift=0.0):
    """Mass flux onto the surface; drift is the vapour speed away from it."""
    c = np.sqrt(2 * R * T / M)
    s = drift / c
    integral = quad(lambda x: x * np.exp(-(x + s)**2), 0, 10,
                    epsabs=1e-13, epsrel=1e-12)[0]
    return p * M / (R * T) * c / np.sqrt(np.pi) * integral


def net_flux(alpha, T_surf, p_v, T_vap):
    return alpha * (impinging(p_sat(T_surf), T_surf) - impinging(p_v, T_vap))


def inferred(J, T_measured, p_v):
    return J / net_flux(1.0, T_measured, p_v, T_measured)


def film_drop(J, h):
    """Temperature rise from surface to film base, with moving liquid."""
    advect = J * C_LIQ / M * h / K_LIQ
    start = [0.0, J * L0 / M * h / K_LIQ]
    sol = solve_ivp(lambda x, y: [y[1], -advect * y[1]], (0, 1), start,
                    rtol=1e-10, atol=1e-13)
    return sol.y[0, -1]


# Impingement flux against its closed form
for T in (T0, 300.0):
    assert close(impinging(P0, T), P0 * np.sqrt(M / (2*np.pi*R*T)), 1e-9)

# Slope of ln p_sat, also away from the reference temperature
for T in (T0, T0 + 10):
    step = 0.01
    slope_num = np.log(p_sat(T + step) / p_sat(T - step)) / (2 * step)
    latent = L0 + (C_VAP - C_LIQ) * (T - T0)
    assert close(slope_num, latent / (R * T**2), 3e-5)
slope = L0 / (R * T0**2)

# Temperature error equal to the driving force
p_v = (1 - DEFICIT) * p_sat(T0)
dT_star = DEFICIT * R * T0**2 / L0
dT_root = T0 - brentq(lambda T: p_sat(T) - p_v, T0 - 2, T0, xtol=1e-11)
assert close(dT_root, dT_star, 0.01)      # second-order terms are of size e/2
p_v10 = 0.9 * p_sat(T0)
dT_root10 = T0 - brentq(lambda T: p_sat(T) - p_v10, T0 - 5, T0, xtol=1e-11)

# Coefficient inferred with a wrong surface temperature
J = net_flux(ALPHA, T0, p_v, T0)
errors = [-0.20, -0.10, -0.05, 0.05, dT_star, 0.20]
apparent = [inferred(J, T0 + d, p_v) for d in errors]
for d, a in zip(errors, apparent):
    # allowance: quadratic term of the saturation curve
    allowance = 1.2 * slope * d**2 / (2 * dT_star)
    assert abs(ALPHA / a - (1 + d / dT_star)) < allowance
d_high = brentq(lambda d: inferred(J, T0 + d, p_v) / ALPHA - 1.1, -0.1, 0)
d_low = brentq(lambda d: inferred(J, T0 + d, p_v) / ALPHA - 0.9, 0, 0.1)

# Thermometer below the film: small-deficit law, then the actual deficit
z_star = K_LIQ * (R*T0**2/L0) / (L0/M * P0 * np.sqrt(M/(2*np.pi*R*T0)))
small_p_v = (1 - 1e-4) * p_sat(T0)
for a in (0.1, 1.0):
    for h in (20e-6, 100e-6):
        J_small = net_flux(a, T0, small_p_v, T0)
        a_app = inferred(J_small, T0 + film_drop(J_small, h), small_p_v)
        assert close(a_app, a / (1 + a * h / z_star), 3e-3)
film_results = []
for a in (ALPHA, 1.0):
    J_a = net_flux(a, T0, p_v, T0)
    drop = film_drop(J_a, FILM)
    film_results.append((a, drop, inferred(J_a, T0 + drop, p_v),
                         a / (1 + a * FILM / z_star)))
heat = J * L0 / M
drop_linear = heat * FILM / K_LIQ
drop = film_results[0][1]
assert close(drop, drop_linear, 1e-3)

# Vapour drift, solved self-consistently
rho_v = p_v * M / (R * T0)
emitted = impinging(p_sat(T0), T0)
J_drift = brentq(lambda j: j - ALPHA * (emitted - impinging(p_v, T0, j/rho_v)),
                 0, 3 * J, xtol=1e-14)
assert close(J_drift / J, 1 / (1 - ALPHA / 2), 1e-4)

# Colder vapour whose return flux cancels the emission
T_cancel = brentq(lambda T: impinging(p_v, T) - emitted, T0 - 20, T0)
assert close(T0 - T_cancel, 2 * T0 * DEFICIT, 0.01)

# Other neglected effects
nonideal = 1 / (1 + (B_VIRIAL - V_LIQ) * P0 / (R * T0)) - 1
radiation = sigma * (T_WALL**4 - T0**4)
vapour_heat = K_VAP * (T_WALL - T0) / GAP
diffusivity = K_LIQ * V_LIQ / C_LIQ
marangoni = DGAMMA * drop * FILM / (VISC * diffusivity)

print(f"Surface temperature: {T0:.2f} K")
print(f"Saturation pressure (rough input): {P0/torr:.2f} Torr")
print(f"Latent heat (rough input): {L0/1e3:.1f} kJ/mol")
print(f"Molar mass: {M*1e3:.3f} g/mol")
print(f"Liquid conductivity (rough input): {K_LIQ:.2f} W/(m K)")
print(f"Relative pressure deficit: {100*DEFICIT:.1f} percent")
print(f"Pressure deficit: {(P0-p_v)/torr:.4f} Torr")
print(f"Slope of ln p_sat: {100*slope:.3f} percent/K")
print(f"Equivalent temperature error, formula: {dT_star:.4f} K")
print(f"Equivalent temperature error, full root: {dT_root:.4f} K")
print(f"Same for 10 percent deficit, full root: {dT_root10:.3f} K")
print(f"True coefficient (chosen): {ALPHA:.2f}")
print(f"Evaporation mass flux: {J*100:.4f} mg/(cm2 s)")
print(f"Heat flux drawn from liquid: {heat/1e4:.4f} W/cm2")
for d, a in zip(errors, apparent):
    print(f"Thermometer error {d:+.4f} K: inferred coefficient {a:.4f}")
print(f"Error making coefficient 10 percent too high: {d_high:.4f} K")
print(f"Error making coefficient 10 percent too low: {d_low:+.4f} K")
print(f"Film thickness (chosen): {FILM*1e6:.0f} micrometres")
print(f"Length z*: {z_star*1e6:.3f} micrometres")
print(f"Film thickness giving error dT*: {z_star/ALPHA*1e6:.1f} micrometres")
print(f"Ceiling z*/h on inferred coefficient: {z_star/FILM:.4f}")
for a, dr, full, lin in film_results:
    print(f"True coefficient {a:.1f}: temperature drop over film {dr:.3f} K")
    print(f"  inferred, full model {full:.4f}; linear formula {lin:.4f}")
print(f"Drift correction to flux: {100*(J_drift/J-1):+.2f} percent")
print(f"Vapour cooling that cancels net flux: {T0-T_cancel:.2f} K")
print(f"Virial coefficient (rough input): {B_VIRIAL*1e6:.0f} cm3/mol")
print(f"Nonideal vapour, change of slope: {100*nonideal:+.3f} percent")
print(f"Moving liquid, change of film drop: {100*(drop/drop_linear-1):+.3f} percent")
print(f"Wall temperature (chosen): {T_WALL:.0f} K; gap {GAP*1e3:.0f} mm")
print(f"Radiation from black wall: {radiation/1e4:.4f} W/cm2")
print(f"Conduction through vapour: {vapour_heat/1e4:.4f} W/cm2")
print(f"Both, share of heat flux: {100*(radiation+vapour_heat)/heat:.1f} percent")
print(f"Marangoni number, true coefficient {ALPHA:.1f}: {marangoni:.0f} (no unit)")
print("verified")
```

Output:

```
Surface temperature: 273.15 K
Saturation pressure (rough input): 4.60 Torr
Latent heat (rough input): 45.0 kJ/mol
Molar mass: 18.015 g/mol
Liquid conductivity (rough input): 0.56 W/(m K)
Relative pressure deficit: 1.0 percent
Pressure deficit: 0.0460 Torr
Slope of ln p_sat: 7.254 percent/K
Equivalent temperature error, formula: 0.1379 K
Equivalent temperature error, full root: 0.1385 K
Same for 10 percent deficit, full root: 1.444 K
True coefficient (chosen): 0.10
Evaporation mass flux: 0.0689 mg/(cm2 s)
Heat flux drawn from liquid: 0.1721 W/cm2
Thermometer error -0.2000 K: inferred coefficient -0.2264
Thermometer error -0.1000 K: inferred coefficient 0.3610
Thermometer error -0.0500 K: inferred coefficient 0.1568
Thermometer error +0.0500 K: inferred coefficient 0.0734
Thermometer error +0.1379 K: inferred coefficient 0.0499
Thermometer error +0.2000 K: inferred coefficient 0.0407
Error making coefficient 10 percent too high: -0.0125 K
Error making coefficient 10 percent too low: +0.0153 K
Film thickness (chosen): 100 micrometres
Length z*: 4.485 micrometres
Film thickness giving error dT*: 44.9 micrometres
Ceiling z*/h on inferred coefficient: 0.0449
True coefficient 0.1: temperature drop over film 0.307 K
  inferred, full model 0.0308; linear formula 0.0310
True coefficient 1.0: temperature drop over film 3.066 K
  inferred, full model 0.0393; linear formula 0.0429
Drift correction to flux: +5.26 percent
Vapour cooling that cancels net flux: 5.44 K
Virial coefficient (rough input): -1800 cm3/mol
Nonideal vapour, change of slope: +0.049 percent
Moving liquid, change of film drop: -0.026 percent
Wall temperature (chosen): 293 K; gap 10 mm
Radiation from black wall: 0.0102 W/cm2
Conduction through vapour: 0.0034 W/cm2
Both, share of heat flux: 7.9 percent
Marangoni number, true coefficient 0.1: 19 (no unit)
verified
```
